\section*{Why generation lifetime and recombination lifetime are different quantities}

\section{One trap, two lifetimes}

Consider a silicon trap whose effective level lies 0.2 eV above the intrinsic level and which captures electrons and holes equally well. At 300 K its recombination lifetime in p-type material can be 10 microseconds while its generation lifetime in a depleted layer is 23 milliseconds. The ratio is about 2285, although the trap, its density and its capture coefficients are the same in both places.

A long generation lifetime is therefore possible in material with a short recombination lifetime. It is not guaranteed: unequal capture coefficients can reduce the ratio or reverse the order. The counter-example below follows the individual trap events. The general formulas then show when each lifetime applies.

\section{The counter-example}

Let $E_t$ be the trap level, $E_i$ the intrinsic level, $k$ Boltzmann's constant and $T$ the temperature. Define
\begin{equation}
x=\frac{E_t-E_i}{kT},\qquad n_1=n_i e^x,\qquad p_1=n_i e^{-x},
\end{equation}
where $n_i$ is the intrinsic carrier density. The trap degeneracy is absorbed into $E_t$. Carriers are nondegenerate, and the traps neither interact nor contribute appreciably to the charge.

The example takes $n_i=10^{10}\,\mathrm{cm^{-3}}$, trap density $N_t=10^{12}\,\mathrm{cm^{-3}}$ and capture coefficients $c_n=c_p=10^{-7}\,\mathrm{cm^3/s}$. At 300 K, $kT=0.025852$ eV, so $x=7.736$ and $e^x=2290$. Hence $n_1=2.290\times10^{13}\,\mathrm{cm^{-3}}$ and $p_1=4.367\times10^6\,\mathrm{cm^{-3}}$.

\subsection{Emission rates}

Let $f_0$ be the equilibrium probability that the trap holds an electron, and $E_F$ the Fermi level. Then
\begin{equation}
f_0=\frac{1}{1+e^{(E_t-E_F)/kT}},\qquad
\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}.
\end{equation}
In equilibrium, electron capture by empty traps balances electron emission by filled traps. With $n_0=n_i e^{(E_F-E_i)/kT}$,
\begin{align}
c_n n_0(1-f_0)&=e_n f_0,\\
e_n&=c_n n_i e^{(E_F-E_i)/kT}e^{(E_t-E_F)/kT}=c_n n_1.
\end{align}
The Fermi level cancels. Holes are captured by filled traps and emitted by empty ones. With $p_0=n_i e^{-(E_F-E_i)/kT}$, the same argument gives
\begin{equation}
e_p=c_p p_0\frac{f_0}{1-f_0}=c_p p_1.
\end{equation}
These emission rates are assumed to remain valid away from equilibrium. A strong electric field can change them, as considered later.

\subsection{In the depleted layer}

Suppose the field removes free carriers so quickly that capture is negligible. To produce one electron-hole pair, a trap must emit an electron and then a hole, after which it is filled again. Hole emission means that an electron rises from the valence band into the trap.

The two mean waiting times are
\begin{equation}
\frac1{e_n}=0.437\,\mu\mathrm{s},\qquad
\frac1{e_p}=2.290\,\mathrm{s}.
\end{equation}
They add because the events occur in sequence. The level is nearer to the conduction band than to the valence band, so electron emission is much faster than hole emission. The slow step controls the cycle. The generation rate per volume is
\begin{equation}
G=\frac{N_t}{1/e_n+1/e_p}
=\frac{10^{12}}{2.290}
=4.37\times10^{11}\,\mathrm{cm^{-3}s^{-1}}.
\end{equation}
Defining the generation lifetime by $G=n_i/\tau_g$ gives
\begin{equation}
\tau_g=\frac{10^{10}}{4.37\times10^{11}}\,\mathrm{s}=22.9\,\mathrm{ms}.
\end{equation}
This is not the time one trap takes to generate a pair, which is 2.29 s. It is the time in which the generated density would equal $n_i$.

\subsection{In neutral p-type material}

Now put the same traps in neutral material with $p_0=10^{16}\,\mathrm{cm^{-3}}$ and add a small excess of electrons. Nearly all traps are empty, so an electron is captured at the rate $c_nN_t=10^5\,\mathrm{s^{-1}}$, or once in 10 microseconds.

A captured electron has two possible fates. It meets a hole at the rate $c_pp_0=10^9\,\mathrm{s^{-1}}$, or returns to the conduction band at the rate $e_n=2.29\times10^6\,\mathrm{s^{-1}}$. The probability of recombination after capture is $c_pp_0/(c_pp_0+e_n)$. Dividing the capture time by this probability gives
\begin{equation}
\tau_r=\frac{1}{c_nN_t}\left(1+\frac{e_n}{c_pp_0}\right)
=10\left(1+\frac{2.29\times10^6}{10^9}\right)\mu\mathrm{s}
=10.023\,\mu\mathrm{s}.
\end{equation}
The slowest eigenvalue of the coupled carrier and trap equations also gives 10.023 microseconds. Thus
\begin{equation}
\frac{\tau_g}{\tau_r}
=\frac{22.901\,\mathrm{ms}}{10.023\,\mu\mathrm{s}}=2285.
\end{equation}

Recombination needs two captures, and the abundant holes make the second one fast. Generation in depletion needs two emissions, and the slower one takes $e^x$ times longer than it would from a midgap trap. With equal capture coefficients a midgap trap would give a ratio of only 2 here, so the large ratio comes from the offset of the level.

\section{The general statement and its proof}

Define the capture times $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$. For one Shockley-Read-Hall level, the two lifetimes are
\begin{align}
\tau_g&=\tau_p e^x+\tau_n e^{-x},\label{tg}\\
\tau_r&=\frac{\tau_p(n_0+n_1)+\tau_n(p_0+p_1)}{n_0+p_0}.\label{tr}
\end{align}
The first applies in depletion, the second to a small neutral disturbance.

\subsection{The common rate}

Let $n$ and $p$ be the carrier densities and $f$ the trap occupancy. In steady state, net electron capture equals net hole capture:
\begin{equation}
c_nn(1-f)-e_nf=c_ppf-e_p(1-f).
\end{equation}
Collecting the terms in $f$ gives
\begin{equation}
f=\frac{c_nn+e_p}{S},\qquad
1-f=\frac{c_pp+e_n}{S},
\end{equation}
with $S=c_nn+e_n+c_pp+e_p$. Let $U$ be the net recombination rate, positive for recombination. Then
\begin{align}
U&=N_t[c_nn(1-f)-e_nf]\nonumber\\
&=\frac{N_t}{S}\left[c_nn(c_pp+e_n)-e_n(c_nn+e_p)\right]\nonumber\\
&=\frac{N_t}{S}(c_nc_pnp-e_ne_p).
\end{align}
The terms $c_nne_n$ cancel. Since $e_ne_p=c_nc_pn_1p_1$ and $n_1p_1=n_i^2$,
\begin{equation}
U=\frac{N_tc_nc_p(np-n_i^2)}
{c_n(n+n_1)+c_p(p+p_1)}.
\end{equation}
Dividing numerator and denominator by $N_tc_nc_p$ gives
\begin{equation}
U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}.
\label{srh}
\end{equation}

\subsection{The depleted limit}

If $np\ll n_i^2$, the numerator of (\ref{srh}) is $-n_i^2$. If also
\begin{equation}
\tau_pn+\tau_np\ll\tau_pn_1+\tau_np_1=n_i\tau_g,
\label{condition}
\end{equation}
the denominator is $n_i\tau_g$, and $U=-n_i/\tau_g$. This proves (\ref{tg}).

The second condition depends on the trap. Take $n=0$ and $p=10n_i$ with equal capture times. The generation rate, relative to its fully depleted value, is $2\cosh x/(2\cosh x+10)$. This is 0.996 for the 0.2 eV trap but 0.167 for a midgap trap. A region can therefore be depleted for one trap and not for another.

\subsection{The neutral limit}

Set $n=n_0+\Delta$ and $p=p_0+\Delta$. Equal changes express neutrality when the change in trapped charge is negligible. Since $n_0p_0=n_i^2$,
\begin{equation}
np-n_i^2=(n_0+p_0)\Delta+\Delta^2.
\end{equation}
Dropping $\Delta^2$, and $\Delta$ in the denominator of (\ref{srh}), gives $U=\Delta/\tau_r$ with (\ref{tr}). Using the steady-state rate during a decay also requires the trap occupancy to adjust faster than the carriers decay. In the example it adjusts at about $10^9\,\mathrm{s^{-1}}$, against a decay rate of $10^5\,\mathrm{s^{-1}}$.

For larger $\Delta$, keeping all terms gives
\begin{equation}
\frac{\Delta}{U}=\frac{\tau_p(n_0+n_1+\Delta)+\tau_n(p_0+p_1+\Delta)}
{n_0+p_0+\Delta}\longrightarrow\tau_n+\tau_p
\end{equation}
when $\Delta$ far exceeds every other density. For the example this limit is 20 microseconds, and $\tau_g$ is still over a thousand times longer. It is a formal limit of the trap process: Auger recombination and degeneracy are left out.

\subsection{Neutral generation uses the recombination lifetime}

The sign of $U$ does not decide which lifetime applies. Suppose electrons are extracted from p-type material while the holes remain, so $n=0$ and $p=p_0$. Equation (\ref{srh}) gives
\begin{equation}
-U=\frac{n_0p_0}{\tau_pn_1+\tau_n(p_0+p_1)}
\simeq\frac{n_0}{\tau_r},
\end{equation}
where $n_0\ll p_0$ and $\tau_pn_0\ll\tau_pn_1+\tau_n(p_0+p_1)$ have been used. This is net generation, yet its time constant is $\tau_r$. What matters is whether the majority carriers remain.

It also shows why one cannot put an electron deficit of $n_i$ into $U=\Delta/\tau_r$ and obtain the depletion rate. That linear law was derived with the majority carriers present. Depletion removes them and changes the denominator of (\ref{srh}).

\section{When the ratio is large, one, or small}

\subsection{Equal capture times}

For $\tau_n=\tau_p=\tau$, equation (\ref{tg}) becomes $\tau_g=2\tau\cosh x$. It is unchanged when the trap moves to the same distance below $E_i$; the slow step is then electron emission. Even at midgap, $\tau_g=2\tau$, while $\tau_r\simeq\tau$ in strongly doped material.

Equation (\ref{tr}) becomes
\begin{equation}
\tau_r=\tau\left(1+\frac{2n_i\cosh x}{n_0+p_0}\right).
\end{equation}
Because $n_0+p_0\ge2n_i$, this is at most $\tau(1+\cosh x)$, which is at most $2\tau\cosh x$. Thus $\tau_g\ge\tau_r$ for equal capture times. Both inequalities become equalities for a midgap trap in intrinsic material, where the two lifetimes agree.

In doped material with $\tau_r\simeq\tau$, a ratio of 1000 at 300 K requires an offset of 0.179 eV. At fixed offset the ratio falls on heating. With capture times held fixed, the 0.2 eV trap reaches $\tau_g/\tau_n=1000$ at 336 K, and at 350 K $\tau_g/\tau_n$ is 758. Because $n_i$ rises on heating, $\tau_r$ at $p_0=10^{16}\,\mathrm{cm^{-3}}$ is then about 3\% above $\tau_n$, and $\tau_g/\tau_r$ is about 740.

\subsection{Unequal capture times}

In p-type material with $p_0$ large enough that $\tau_r\simeq\tau_n$,
\begin{equation}
\frac{\tau_g}{\tau_r}\simeq\frac{\tau_p}{\tau_n}e^x+e^{-x}.
\label{ratio}
\end{equation}
For the level at $+0.2$ eV, $\tau_n=10\tau_p$ lowers the ratio to 229. Keeping it above 1000 requires $\tau_p/\tau_n$ to exceed about $1000/2290=0.44$. At $-0.2$ eV the large exponential is in the second term, which does not contain the capture ratio. The sign of the offset then matters.

To find the shortest generation lifetime at fixed capture times, differentiate (\ref{tg}):
\begin{equation}
\frac{d\tau_g}{dx}=\tau_pe^x-\tau_ne^{-x}=0,
\qquad x_*=\frac12\ln\frac{\tau_n}{\tau_p}.
\end{equation}
The second derivative is positive, so this is a minimum. There $\tau_pe^{x_*}=\tau_ne^{-x_*}=\sqrt{\tau_n\tau_p}$, and
\begin{equation}
\tau_{g,\min}=2\sqrt{\tau_n\tau_p}.
\end{equation}
The fastest generation occurs when the two emission rates are equal, which need not be at midgap.

For $\tau_n=1000$ and $\tau_p=10$ microseconds, the best level is 0.060 eV above $E_i$ and $\tau_g=200$ microseconds. In the same p-type material $\tau_r\simeq1000$ microseconds. The ratio is 0.20, so here generation has the shorter lifetime.

\section{Dark current of a silicon photodiode}

Take a p-i-n diode at 300 K with the original trap throughout. The depleted layer has width $W=2\,\mu$m, the reverse bias is 2 V, and the p and n sides are doped $10^{16}$ and $10^{19}\,\mathrm{cm^{-3}}$. With $q$ the elementary charge, full depletion gives the bulk generation current density
\begin{equation}
J_g=\frac{qn_iW}{\tau_g}
=\frac{(1.602\times10^{-19})(10^{10})(2\times10^{-4})}{2.290\times10^{-2}}
\,\frac{\mathrm A}{\mathrm{cm^2}}
=14.0\,\frac{\mathrm{pA}}{\mathrm{cm^2}}.
\end{equation}
Putting $\tau_r$ in this formula would give 32 nA/cm$^2$, too large by the lifetime ratio.

The neutral p side contributes a diffusion current that does use $\tau_r$. With electron diffusivity $D=30\,\mathrm{cm^2/s}$ and distance $z$ from the depletion edge,
\begin{equation}
D\frac{d^2n}{dz^2}=\frac{n-n_0}{\tau_r},\qquad n(0)\simeq0,
\qquad n(\infty)=n_0.
\end{equation}
The solution is $n=n_0(1-e^{-z/L})$ with $L=\sqrt{D\tau_r}=173\,\mu$m. Its slope at the edge is $n_0/L$, so the current magnitude is
\begin{equation}
J_d=\frac{qDn_0}{L}=qn_0\sqrt{\frac{D}{\tau_r}}
=2.8\,\mathrm{pA/cm^2},
\end{equation}
where $n_0=n_i^2/p_0=10^4\,\mathrm{cm^{-3}}$. The two contributions total 16.8 pA/cm$^2$. Diffusion from the n side is left out; with Auger recombination and band-gap narrowing at $10^{19}\,\mathrm{cm^{-3}}$, a rough estimate puts it at 0.1 to 0.2 pA/cm$^2$.

\subsection{Carriers at the layer edges}

Neglecting band-gap narrowing on the n side, roughly 0.05 eV at this doping, the built-in voltage is 0.893 V, so the total drop is $V=2.893$ V and the uniform-field estimate is 0.0145 MV/cm. Near the p side, the hole density falls as $p=p_0e^{-zV/(WV_T)}$, where $V_T=kT/q$ and $z$ now runs into the layer. Generation is reduced by the factor $1/(1+p/n_*)$, with $n_*=n_i\tau_g/\tau_n=2.29\times10^{13}\,\mathrm{cm^{-3}}$. The lost width is
\begin{equation}
\int_0^\infty\frac{p/n_*}{1+p/n_*}\,dz
=\frac{WV_T}{V}\ln\left(1+\frac{p_0}{n_*}\right).
\end{equation}
The n side gives the same form with its doping $N_D$. Both dopings far exceed $n_*$, so in a uniform field the remaining fraction is
\begin{equation}
1-\frac{V_T}{V}\left[\ln\frac{p_0}{n_*}+\ln\frac{N_D}{n_*}\right]=0.83.
\end{equation}
The uniform field overstates this loss. In a self-consistent potential, part of the voltage drops in a depleted edge of the p side, about 0.09 $\mu$m wide, and the potential also changes steeply near the n side. The carrier densities therefore fall sooner inside the layer, and about 0.9 of the generation remains.

\subsection{Field-assisted emission}

The controlling step is hole emission. If the trap is acceptor-like, it is negative after emitting a hole and attracts that hole. For permittivity $\varepsilon$ and field $F$, the potential energy along the field is $-q^2/(4\pi\varepsilon r)-qFr$. Its maximum lies at $r=\sqrt{q/(4\pi\varepsilon F)}$, and at the uniform field estimated above the barrier is lowered by
\begin{equation}
\delta=q\sqrt{\frac{qF}{\pi\varepsilon}}=0.0267\,\mathrm{eV}.
\end{equation}
This is Poole-Frenkel emission. Applying the full lowering to every escape direction multiplies the rate by $e^{\delta/kT}=2.8$ and reduces the lifetime ratio to 814. If the lowering follows the field component along each forward direction, and backward emission is unchanged, the factor is
\begin{equation}
\frac12+\frac12\int_0^1e^{(\delta/kT)\sqrt{u}}\,du=1.52,
\end{equation}
where $u$ is the cosine of the escape angle. The ratio is then 1500. The ratio of 2285 thus belongs to zero-field emission; in this diode the ratio depends on the trap's charge and on the escape model. At so weak a field the barrier top lies 9 nm from the trap, beyond the 4.8 nm at which the Coulomb energy equals $kT$, so the simple barrier picture is doubtful. Onsager's model of diffusive escape gives a factor of only 1.14 and a ratio near 2000. The self-consistent field in the middle of the layer, 0.0134 MV/cm, would change 814 and 1500 to about 850 and 1530. For a donor-like trap the attraction assists electron emission, which is already fast.

Tunnelling through a triangular barrier, estimated in one dimension along the field by the WKB method with a mass of 0.2 electron masses and no Coulomb attraction, raises the emission rate by a factor of 1.25. Hole masses from 0.16 to 0.49 move this from 1.27 to 1.18, and averaging over escape directions as above lowers it to about 1.07, so tunnelling is a small correction at this field. The uniform-field estimate is about 5\% of a rough breakdown field of 0.3 MV/cm. The actual field is much higher close to the n side, but only a small part of the voltage drops there, so avalanche multiplication is not expected to matter here.

\subsection{Comparison with real diodes}

The doping, width and bias are plausible for a silicon photodiode, but a clean single trap is an idealization. A second, midgap population of density $N_b$ with the same capture coefficients generates $n_ic_nN_b/2$. Setting this equal to $n_ic_nN_t/(2\cosh x)$ gives
\begin{equation}
N_b=\frac{N_t}{\cosh x}=8.7\times10^8\,\mathrm{cm^{-3}}.
\end{equation}
In full depletion this small background doubles the bulk generation while adding only 0.09\% to the recombination rate. In the diode it adds somewhat less, because a midgap trap loses more at the layer edges: about 0.76 of its generation remains, against 0.9 for the original trap. A measured $\tau_r$ therefore cannot fix $\tau_g$ without knowledge of the trap levels.

Surfaces can matter more. Let a depleted surface generate $n_is$ pairs per area and time, with $s=1$ cm/s as a trial value. For a square diode of side $a=100\,\mu$m with exposed sidewalls, the added current per diode area is
\begin{equation}
J_s=qn_is\frac{4W}{a}=128\,\mathrm{pA/cm^2},
\end{equation}
about nine times the bulk generation current. The 16.8 pA/cm$^2$ above is thus a bulk model result, not a prediction for a packaged device. The one-dimensional diffusion estimate also needs a p side much thicker, and a junction much wider, than 173 $\mu$m; it describes neither this small square diode nor a thin silicon-on-insulator device.

Finally, the 0.2 eV offset refers to the effective level. A degeneracy factor of two shifts that level by 0.018 eV relative to the bare one, which changes the dominant exponential, and hence the ratio, by a factor of two in either direction.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Trap offset Et-Ei: 0.2 eV
Trap offset / kT: 7.7363
exp(trap offset / kT): 2290.1
Intrinsic density (rough): 1e+10 cm^-3
p-side doping: 1e+16 cm^-3
n-side doping: 1e+19 cm^-3
Trap density: 1e+12 cm^-3
Capture coefficients cn = cp: 1e-07 cm^3/s
Capture times tau_n = tau_p: 10 us
n1: 2.2901e+13 cm^-3
p1: 4.3666e+06 cm^-3
Mean electron emission time: 0.43666 us
Mean hole emission time: 2.2901 s
Generation lifetime: 22.901 ms
Recombination lifetime, formula: 10.023 us
Recombination lifetime, eigenvalue: 10.023 us
Lifetime ratio tau_g/tau_r: 2284.9
Midgap tau_g/tau_n: 2
High-injection SRH lifetime: 19.99 us
Ratio with tau_n=10 tau_p, level +0.2 eV: 228.96
Best level with tau_n=100 tau_p: 0.059526 eV
tau_g/tau_r at that best level: 0.2
Offset for tau_g/tau_n=1000 at 300 K: 0.17858 eV
Off-centre generation left at p=10 ni, n=0: 0.99565
Midgap generation left at p=10 ni, n=0: 0.16667
Midgap density giving equal generation: 8.7333e+08 cm^-3
Its added recombination / original: 0.00087533
Depleted layer width: 2 um
Reverse bias: 2 V
Built-in voltage: 0.8929 V
Bulk generation current: 13.992 pA/cm2
Wrong current using tau_r: 31.97 nA/cm2
Electron diffusivity (rough): 30 cm2/s
Diffusion length: 173.4 um
Diffusion current: 2.7719 pA/cm2
Generation plus diffusion: 16.764 pA/cm2
Uniform field estimate: 0.014464 MV/cm
Field / rough 0.3 MV/cm breakdown field: 0.048215
Generation fraction after edge losses: 0.8296
Extra depletion in p side: 0.093525 um
Poole-Frenkel barrier lowering: 0.026685 eV
Poole-Frenkel factor, one-dimensional: 2.8073
Poole-Frenkel factor, angular average: 1.5234
Lifetime ratio / one-dimensional factor: 813.9
Lifetime ratio / angular factor: 1499.8
Tunnelling factor, mass 0.2 electron masses: 1.2499
Square diode side: 100 um
Surface generation velocity: 1 cm/s
Sidewall current per diode area: 128.17 pA/cm2
Radiative lifetime (rough): 20 ms
Carrier density in transit at 1e7 cm/s: 8.7333 cm^-3
Level shift for degeneracy factor 2: 0.017919 eV
tau_g/tau_n at 350 K, fixed capture times: 758.36
Temperature where tau_g/tau_n=1000: 335.99 K
\end{verbatim}
